Dislocation Core Energy from a Periodic Screw-Dipole Cell

**1. Why half the excess energy is not a core energy**

Two opposite screw dislocations are placed in a periodic cell, the atoms are relaxed, and the energy of the perfect crystal is subtracted. Half of the remainder is not a core energy. For the ten cells examined below, the excess energy runs from 60.1 to 85.1 eV/nm although the core is the same. Much of it is elastic energy, which depends on the separation of the pair, on its periodic images and on the strain imposed by the box. A direct sum over images adds another fault, because its value depends on the order of summation.

The aim is a core energy that does not depend on the cell, with an estimate of the error left by a finite cell. We treat straight screws whose line is normal to a mirror plane of the crystal. The displacement u along the line then decouples from the in-plane displacements in linear elasticity. All energies are per unit length of line.

**2. Scaling and the meaning of the cutoff**

With x and y along the principal axes of the shear stiffness in the plane normal to the line, so that no cross term appears, the elastic energy density is

w = ½[μx(∂u/∂x)² + μy(∂u/∂y)²].

Define

μ̄ = √(μxμy), X = x√(μ̄/μx), Y = y√(μ̄/μy).

Since ∂u/∂x = √(μ̄/μx) ∂u/∂X, the first term becomes ½μ̄(∂u/∂X)², and the second follows in the same way. The product of the scale factors is μ̄/√(μxμy) = 1, so areas are unchanged. The problem is now isotropic with modulus μ̄.

An isolated screw with Burgers vector b has strain b/(2πR) at scaled radius R. Its energy between r_c and R is

∫ ½μ̄[b/(2πr)]² 2πr dr = K ln(R/r_c), K = μ̄b²/(4π).

The cutoff r_c is a radius in the scaled plane and therefore an ellipse in the crystal. The stress is tangential to the scaled circle, so no traction acts on this boundary. E_core is whatever must be added to the elastic energy outside r_c. Changing the cutoff to r′ lowers the elastic part by K ln(r′/r_c) and raises E_core by the same amount, so a core energy quoted without its cutoff has no definite value.

**3. Separating the mean strain from the periodic field**

Let d be the separation and A the cell area. Write the elastic strain as β = β̄ + β′, where β′ is periodic with zero mean. The cross term in the energy is β̄ multiplied by the moduli and by ∫β′ dA, which vanishes. The mean part contributes

E_hom = (A/2)(μxβ̄x² + μyβ̄y²).

To find β̄, let the box impose u(r + Ak) − u(r) = G·Ak for the periods A1 and A2. The full gradient of u, including its jump b on the cut joining the dislocations, has mean G. The jump contributes the plastic mean (b/A)∫n dl, where n is the normal to the cut. Hence

β̄ = G − (b/A)∫n dl.

For a cut between the two cores, the integral is d turned through 90°. An untilted box, G = 0, therefore has |β̄y| = b|dx|/A and |β̄x| = b|dy|/A. At fixed tilt, a cut that also winds round the cell gives a different mechanical state. If the tilt G is relaxed, linear elasticity gives β̄ = 0.

For β′, equilibrium in the scaled plane allows a periodic stream function ψ:

β′X = ∂ψ/∂Y, β′Y = −∂ψ/∂X.

The Burgers condition, that the curl of β′ is +b at one core and −b at the other, becomes

−∇²ψ = b[δ(r − r₊) − δ(r − r₋)].

Let g be the even periodic function with −∇²g = δ − 1/A. Then ψ = b[g(r − r₊) − g(r − r₋)], and the two backgrounds cancel. Remove a small disc of radius ε round each core. Integration by parts leaves boundary terms only, because ∇²ψ = 0 outside the discs:

½μ̄∫|∇ψ|² dA = ½μ̄b[ψ(near r₊) − ψ(near r₋)] = μ̄b²[g(ε) − g(d)],

up to terms that vanish with ε. Near the origin g = −ln r/(2π) + g₀. Setting ε = r_c and using μ̄b² = 4πK gives 2KΛ, with

Λ(d) = 2π[g₀ − g(d)] − ln r_c.

The working formula is therefore

E_cell = 2E_core + 2KΛ + E_hom + R,

E_core ≈ ½(E_cell − 2KΛ − E_hom).

The residual R contains what linear elasticity with a point core leaves out.

**4. Regularising the image sum**

The energy of two parallel screws varies as −2K ln R for equal signs and +2K ln R for opposite signs. Half the interaction with each image belongs to the cell, so the bare sum, in complex notation for the scaled plane, is

S(d) = ln|d| + ½Σ′ ln|(R + d)(R − d)/R²|,

where R runs over the nonzero lattice vectors. At large R,

½ln|1 − d²/R²| = −½Re(d²/R²) − ¼Re(d⁴/R⁴) − …

The number of lattice points in a shell grows as R dR. The first term thus leads to ∫dR/R weighted by an angular factor that averages to zero on a circle. There is no logarithmic divergence, but the outer radius depends on angle, and the finite remainder depends on the shape of the summed region. The later terms converge absolutely.

The error has a simple form. Put D(d) = S(d) − Λ(d) − ln r_c. The logarithms cancel, so D is smooth. Away from lattice points S is harmonic, while ∇²Λ = −2π/A, so ∇²D = 2π/A. If the blocks are symmetric under R → −R and grow at fixed shape, a shift of d by a period changes the second derivatives of S only through boundary terms. There are of order N of these, each of order N⁻², so the change vanishes. The second derivatives of D are therefore periodic and harmonic, and hence constant. Since D is even and D(0) = 0,

S(d) = Λ(d) + ln r_c + ½dᵀQd, tr Q = 2π/A.

The spurious force is linear in d, as it would be from a homogeneous stress proportional to the dipole. It cannot vanish for every d, because tr Q is not zero.

Q follows from the sum itself. Λ is even, so its gradient is odd, and it is periodic. At a half period, ∇Λ(Ak/2) = −∇Λ(−Ak/2) = −∇Λ(Ak/2) = 0. Therefore

Q(Ak/2) = ∇S(Ak/2), k = 1, 2,

and the two vector equations determine the matrix.

For a skew cell, two differently shaped blocks gave bare values of 2.603 and 2.636, both with ln r_c subtracted. After removal of the quadratic term both gave 2.527626. The uncorrected values would have shifted the core energy by K times their errors, about 0.65 and 0.94 eV/nm.

**5. A closed form and two limits**

Let ω1 and ω2 be the scaled periods as complex numbers, τ = ω2/ω1 with Im τ > 0, and ζ = d/ω1. With

θ1(v) = 2Σₙ(−1)ⁿ exp[iπτ(n + ½)²] sin[(2n + 1)v], n = 0, 1, 2, …,

the result is

Λ = ln[|ω1||θ1(πζ)|/(πr_c|θ1′(0)|)] − π(Im ζ)²/Im τ.

A shift ζ → ζ + 1 only changes the sign of θ1. Under ζ → ζ + τ, ln|θ1| rises by π Im τ + 2π Im ζ, and the quadratic term falls by the same amount, so the expression is periodic. Its Laplacian away from the sources is −2π/(|ω1|² Im τ) = −2π/A. As d → 0, θ1(πζ) → πζθ1′(0) and Λ → ln(|d|/r_c). Two periodic functions with the same sources differ by a constant, and this limit fixes it. The formula gives 2.527626 for the skew cell, in agreement with the explicit sums.

Consider a rectangular cell, τ = iT. For d = ω1/2, the first two terms of the series give

Λ ≈ ln[|ω1|/(πr_c)] + 4e^(−2πT).

In a tall cell the height drops out, because the dislocations form rows of alternating sign whose fields decay exponentially.

For d = ω2/2 the leading result in a tall cell is instead

Λ ≈ ln[|ω1|/(2πr_c)] + πT/4.

Rows of equal sign now divide the cell into two slabs with strains ±b/(2|ω1|). Their energy is ½μ̄A[b/(2|ω1|)]² = μ̄b²T/8, which equals 2K(πT/4). Zero mean stress therefore does not imply zero local stress, and the elastic energy grows with the height of the cell. The image stress at the cores themselves is zero here, because ∇Λ vanishes at a half period.

**6. An atomistic energy that can be relaxed**

The example uses rigid atomic rows on a rectangular grid with spacings dx and dy. (Here and below these symbols denote grid spacings; separations are given in grid steps.) Neighbouring rows whose relative displacement is δ have phase difference φ = 2πδ/b and energy J(1 − cos φ), with J = Jx or Jy. For small δ this is ½J(2π/b)²δ². An x bond occupies the area dx·dy and has δ = dx ∂u/∂x. Matching its energy to ½μx(∂u/∂x)² dx·dy gives

Jx = μx(dy/dx)b²/(4π²), Jy = μy(dx/dy)b²/(4π²).

Let H₀ be the Hessian obtained by giving every bond its maximum curvature J. The true curvature is J cos φ ≤ J. For energy gradient q, the step s = −H₀⁻¹q satisfies

E(new) ≤ E + q·s + ½sᵀH₀s = E − ½qᵀH₀⁻¹q,

so the energy never rises. For a free box the tilt is relaxed in the same way. The relaxation starts from the harmonic solution plus a small random disturbance. At the end, the sum of wrapped phase differences round every grid cell was checked: it was ±2π at the two intended sites and zero elsewhere. A dislocation that has moved would make Λ(d) refer to the wrong separation.

The extraction can be tested where the core constant is known. Take a square grid of unit spacing with harmonic bonds. The stream-function argument carries over to the dual grid and gives a dipole energy (2π)²J[G(0) − G(d)], where G is the lattice Green function. Along the diagonal, with α and β half the sum and half the difference of the two wavevector components, the average of 1/[4(1 − cos α cos β)] over β is 1/(4|sin α|). Hence

G(0) − G(n,n) = (1/2π)∫₀^π sin²(nα)/sin α dα = (1/π)Σ 1/(2k − 1), k = 1 … n.

The last step uses sin²(nα)/sin α = Σ sin[(2k − 1)α]. For large n the sum is ½ln n + γ/2 + ln 2, where γ is Euler's constant. With r = n√2, this gives

G(0) − G(r) → (1/2π)[ln r + γ + (3/2)ln 2].

Here K = πJ, so E_core/K = γ + (3/2)ln 2 = 1.6169 for r_c equal to one spacing. A 64 × 64 periodic cell gave 1.6168.

**7. Worked extraction**

The parameters are model inputs chosen near rough values for titanium nitride; their third figures are not measured data: lattice parameter a = 0.424 nm and C11, C12, C44 = 600, 140, 165 GPa. The screw lies along [110] with b = a/√2 = 0.2998 nm. With x along [001] and y along [1 −1 0], μx = C44 = 165 GPa and μy = (C11 − C12)/2 = 230 GPa. The row spacings are dx = a/2 = 0.2120 nm and dy = a/(2√2) = 0.1499 nm. Then μ̄ = 194.8 GPa, K = 8.697 eV/nm, and the cutoff is chosen as r_c = b.

Take a free box of 48 × 72 rows with the dipole 24 steps apart along x. The scale factors are 1.0866 and 0.9203, so

|ω1| = 48 × 0.2120 × 1.0866 = 11.06 nm,

T = (72 × 0.1499 × 0.9203)/11.06 = 0.898.

The first limit of section 5 gives Λ ≈ 2.463 + 0.014 = 2.477, and the full formula gives 2.47713. The relaxed energy is 72.060 eV/nm, so

E_core = ½(72.060 − 2 × 8.6974 × 2.47713) = 14.486 eV/nm.

Ten cells were treated with free boxes. They include wide and tall rectangles, two skew cells, dipoles along x, along y and oblique, and one separation that is not a half period. The core energies lie between 14.450 and 14.522 eV/nm. This spread of 0.071 eV/nm is about 0.5% of the core energy, compared with a spread of 25.0 eV/nm in E_cell. The largest cell, 96 × 144 rows, gives 14.475 eV/nm, or 2.319 nJ/m.

The anisotropic scaling is needed for this agreement. In the 48 × 72 cell, dipoles along x and y give 14.486 and 14.450 eV/nm. If μ̄ is kept but the coordinates are left unscaled, they give 15.287 and 13.667 eV/nm.

The homogeneous term is seen by holding the same 48 × 72 box untilted, again with 24 steps along x. Its area is 109.83 nm², and

|β̄y| = 0.2998 × (24 × 0.2120)/109.83 = 0.01389.

The predicted stress is 230 × 0.013889 = 3.194 GPa; the relaxed bonds give 3.186 GPa. The term E_hom is 15.207 eV/nm. Without its removal the apparent core energy is 22.069 eV/nm. Subtracting half of E_hom gives 14.466 eV/nm, within 0.02 eV/nm of the free-box value.

**8. What remains after subtraction**

The residual can be ordered by cell length L at fixed cell shape. A core fixed at its site and symmetric under a twofold rotation about the line has no dipole of forces along the line, since such a dipole changes sign under that rotation. (In-plane dipoles, such as a core dilation, survive the rotation; they are absent from this model and do not couple to the anti-plane field in linear elasticity.) The next term couples a core quadrupole to the gradient of the image strain, which scales as L⁻². Polarisation of the core is quadratic in the local stress; that stress is at most of order L⁻¹, so this term is also of order L⁻².

Nonlinear bonds can add a logarithm. The first anharmonic term of the sinusoidal bond energy is −Jφ⁴/24. For a half-period dipole, the dislocation's own field gives φ ~ 1/r and the image field φ ~ r/L². The product of three factors of the first and one of the second is of order 1/(r²L²), and its integral over the plane can scale as L⁻² ln L. These are leading-order scaling arguments and do not give the coefficients.

For dipoles along x, doubling 24 × 36 to 48 × 72 lowers E_core by 0.0361 eV/nm, and doubling again lowers it by 0.0102 eV/nm. The ratio is 3.5, against 4 for a pure L⁻² law. A logarithm would be one explanation, but three sizes do not establish it. If the pure law is assumed for the remaining error, the limit is

14.475 − 0.0102/3 ≈ 14.47 eV/nm.

The error in the inputs follows by differentiating the extraction formula at fixed r_c:

δE_core = ½δE_cell − Λ δK − K δΛ − ½δE_hom.

An error in K is multiplied by Λ, which grows as ln L at fixed shape. Larger cells therefore make this error worse. With K too high by 5% and all else fixed, the 24 × 36 cell gives 13.746 eV/nm and the 96 × 144 cell 13.097 eV/nm. A drift linear in ln L points to a wrong K, whereas a residual that falls roughly as L⁻² points to the finite cell.

K can also be estimated from energies alone. Between the same two cells Λ rises by ln 4, so K ≈ (84.097 − 60.075)/(2 ln 4) = 8.664 eV/nm. This is 0.4% below the elastic value. The difference is the change in the finite-cell residual, −0.0463/ln 4 = −0.033 eV/nm.

**9. Relation to a titanium nitride barrier**

The numerical spread is much smaller than the uncertainty of the model. Raising the peak of the row potential by 25% at fixed moduli raises the core energy by 1.69 eV/nm, about 12%. In-plane dilation is absent from the model. If the shear energy density w falls by a fraction Γe under a volume strain e, and dilation costs ½Be², the greatest local gain in this linear estimate is (Γw)²/(2B). With a rough Γ = 3, the bulk modulus B = 293 GPa, the anti-plane field held fixed and w averaged over the area of each row, the sum is about 2.3 eV/nm, roughly 16% of the core energy. A straight line allows no axial strain, however, and the modulus for purely in-plane dilation is about 350 GPa, which lowers the sum to about 1.9 eV/nm. Both sums let each row dilate independently; requiring a compatible in-plane strain lowers the gain to about 1.2 eV/nm. Each value is an order of magnitude, not a bound or a predicted correction: averaging w over grid cells instead of rows raises the first two sums by about 30%, and the implied dilation beside the core, 10 to 12% for independent rows and about 7% with compatibility, is too large for a linear law. At 700 K, an assumed softening of 10⁻⁴ per kelvin from 300 K lowers the model core energy by 0.58 eV/nm. The thermal scale kT/b is 0.20 eV/nm, but no vibrational free energy has been calculated.

The lattice and elastic inputs are typical in rough size, whereas the sinusoidal row potential is not a first-principles description of titanium nitride. It ties the slip barriers to the moduli, 3.5 J/m² on (001) and 7.0 J/m² on (1 −1 0), so the model core spreads on (001), whereas the usual low-temperature slip plane of the real crystal is {110}. The core shape and the value 14.47 eV/nm belong to the model. A real barrier film also has grain boundaries, vacancies and neighbouring dislocations, so the isolated straight line is an idealisation. Screening by neighbours changes the outer radius. With a scaled outer radius of 10 nm the model line energy is 45.0 eV/nm; halving that radius removes K ln 2 = 6.0 eV/nm and leaves E_core unchanged. The core energy alone does not determine diffusion along the line, which also needs defect formation and migration energies.

The extraction fails as stated if the cores overlap, move during relaxation, or dissociate over a width comparable with their separation. Mixed dislocations, and screws whose displacement does not decouple from the in-plane displacements, need the full elastic tensor and the work of core tractions. The remaining values are in the numerical output.

Computed results

```
Lattice parameter 0.424 nm; Burgers vector 0.2998 nm
C11, C12, C44 (rough): 600, 140, 165 GPa
Row spacings dx, dy: 0.2120, 0.1499 nm
mu_x, mu_y, geometric mean: 165.0, 230.0, 194.81 GPa
Coordinate scale factors x, y: 1.0866, 0.9203
Elastic prefactor K: 8.6974 eV/nm; core radius 0.2998 nm
Bond energy scales Jx, Jy: 1.6581, 4.6225 eV/nm
Lambda, closed form (skew test cell): 2.527626
Bare image sums, two block shapes: 2.602846, 2.635945
Regularised sums, same blocks: 2.527626, 2.527626
Trace Q * area/(2 pi), same blocks: 1.000000, 0.999999
Harmonic square-lattice core/K: extracted 1.616834, analytic 1.616936
Cells: nx ny skew | dipole i j | E_cell eV/nm | Lambda | E_core eV/nm
   24  36 0 | 12  0 | 60.0750 | 1.78398 | 14.52161
   48  72 0 | 24  0 | 72.0600 | 2.47713 | 14.48552
   96 144 0 | 48  0 | 84.0966 | 3.17027 | 14.47527
   48  72 0 |  0 36 | 69.9422 | 2.35943 | 14.45029
   48  72 0 | 24 36 | 74.1534 | 2.59843 | 14.47723
   72  48 0 | 36 24 | 85.0770 | 3.22497 | 14.48976
   40  96 0 | 20  0 | 68.6569 | 2.28109 | 14.48902
   96  48 1 | 24 24 | 74.1939 | 2.60078 | 14.47708
  108  36 1 | 54  0 | 75.0169 | 2.64912 | 14.46812
   64  72 0 | 24  0 | 76.3103 | 2.72189 | 14.48186
Core energy, largest cell: 14.4753 eV/nm = 2.3192 nJ/m
Core energy / K: 1.66433
Spread over all cells: 0.07132 eV/nm; spread of E_cell: 25.002 eV/nm
Core changes on two doublings: 0.036087, 0.010248 eV/nm; ratio 3.521
K from cell energies alone: 8.6639 eV/nm
Fixed 48 x 72 box: area 109.832 nm^2, mean strain 0.013889
  mean stress: formula 3.1944, from bonds 3.1856 GPa
  homogeneous energy per cell: 15.2073 eV/nm
  core energy before, after removal: 22.0694, 14.4657 eV/nm
Unscaled metric, dipole along x, y: 15.2867, 13.6668 eV/nm
K 5% too high, smallest and largest cell: 13.7458, 13.0966 eV/nm
Row potential peak raised by 25% at fixed moduli: core shift +1.6917 eV/nm
Bulk modulus 293.3 GPa; rough -dln(mu)/dln(V) = 3.0
Core dilation, ceiling of energy gain: 2.2683 eV/nm
Use at 700 K, rough softening 1e-04 per K from 300 K: core lower by 0.5790 eV/nm
Thermal scale kT/b at 700 K: 0.2012 eV/nm
Line energy out to scaled radius 10 nm: 44.9785 eV/nm
```
